# A dealiased exponential scheme for Kuramoto-Sivashinsky erosion and its saturated roughness

Quadruple the strength of the erosion instability on a simulated strip 500 nm long, and its saturated roughness rises by a factor $5.08\pm0.09$. Quadruple it again from the same starting point, but halve the strip length, and the factor is $3.88\pm0.05$. A law that makes roughness proportional to instability strength predicts 4 in both cases. The discrepancy could come from the equation, from the sampling or from a faulty integrator, so the integrator has to be built in a way that lets these be told apart.

## The equation and its scales

Let $h(x,t)$ be the surface height in a frame that recedes at the erosion speed $v_0$ of a flat surface. The model is

$$h_t=-\nu h_{xx}-K h_{xxxx}+\frac{\lambda}{2}h_x^2,\qquad \nu,K,\lambda>0,$$

with period $L$. A trough has $h_{xx}>0$, so the first term deepens it: it represents the faster sputtering of troughs. The second term smooths, and the third describes the dependence of erosion speed on slope. At oblique incidence a term proportional to $h_x$ also appears; it moves the pattern sideways and is removed by a sideways-moving coordinate.

For a ripple $h\propto e^{ikx+\sigma t}$ of very small height the quadratic term drops out. Since $h_{xx}=-k^2h$ and $h_{xxxx}=k^4h$,

$$\sigma(k)=\nu k^2-Kk^4.$$

Ripples grow for $0<k<\sqrt{\nu/K}$. Setting $\sigma'(k)=2\nu k-4Kk^3=0$ gives

$$k_*=\sqrt{\frac{\nu}{2K}},\qquad \sigma_*=\frac{\nu^2}{2K}-\frac{\nu^2}{4K}=\frac{\nu^2}{4K}.$$

The example takes $\nu=0.1$ nm²/s, $K=5$ nm⁴/s, $\lambda=0.2$ nm/s and $L=500$ nm. Then $k_*=0.1$ nm⁻¹, the wavelength is $2\pi/k_*=62.8$ nm, and $\sigma_*=0.01/20=5\times10^{-4}$ s⁻¹.

Now measure lengths in $\ell=\sqrt{K/\nu}$, times in $\tau=K/\nu^2$ and heights in $\nu/\lambda$, writing $x=\ell X$, $t=\tau T$, $h=(\nu/\lambda)H$. The four terms acquire the factors

$$\frac{\nu}{\lambda}\frac{\nu^2}{K},\quad \nu\,\frac{\nu}{\lambda}\frac{\nu}{K},\quad K\,\frac{\nu}{\lambda}\frac{\nu^2}{K^2},\quad \lambda\,\frac{\nu^2}{\lambda^2}\frac{\nu}{K},$$

all equal to $\nu^3/(\lambda K)$. Dividing by it leaves

$$H_T=-H_{XX}-H_{XXXX}+\tfrac12H_X^2 .$$

The one remaining parameter is the scaled period $L/\ell$. For each long-time state that the equation can reach, the rms roughness is therefore

$$W=\frac{\nu}{\lambda}\,F\!\left(\frac{L}{\ell}\right).$$

Here $W^2$ is the average of $(h-\bar h)^2$ over position, time and independent runs, with $\bar h$ the spatial mean. Proportionality to $1/\lambda$ holds at fixed $\nu,K,L$. Proportionality to $\nu$ requires fixed $L/\ell$, because $\ell$ itself contains $\nu$. The dimensional argument does not supply $F$; that is what the integrator must deliver. Nor does it make $F$ unique: several long-time states can coexist at one $L/\ell$, each with its own $F$, and the initial profile selects among them. In the example $\ell=7.07$ nm, $\tau=500$ s, $\nu/\lambda=0.5$ nm and $L/\ell=70.7$.

## First failure: explicit time steps

Write $h=\sum_n v_n e^{ik_nx}$ with $k_n=2\pi n/L$. Each coefficient obeys

$$\dot v_n=\sigma_n v_n+N_n(v),$$

where $\sigma_n=\sigma(k_n)$ and $N_n$ is the Fourier coefficient of $(\lambda/2)h_x^2$.

An explicit Euler step $\Delta$ multiplies a linear mode by $1+\sigma_n\Delta$. For a damped mode this has magnitude below one only if $\Delta<2/|\sigma_n|$. With modes up to $n=31$ in the 500 nm box, the largest wavenumber is $0.390$ nm⁻¹ and

$$\sigma=0.1(0.390)^2-5(0.390)^4\approx-0.100\ \text{s}^{-1}.$$

The limit is 20 s, although the fastest ripple needs 2000 s to grow by a factor $e$. At $\Delta=125$ s, $z=\sigma\Delta=-12.5$ and the Euler factor is $-11.5$. The classical fourth-order Runge-Kutta method does worse at this step: its factor $1+z+z^2/2+z^3/6+z^4/24$ is about 760. Doubling the largest wavenumber changes $\sigma$ to about $-1.78$ s⁻¹ and cuts the permitted step by a factor of about 18.

The stiff part is linear and diagonal, so it can be integrated exactly. Multiplying the mode equation by $e^{-\sigma t}$ and integrating over one step gives

$$v(t+\Delta)=e^zv(t)+\Delta\int_0^1e^{z(1-s)}N(t+s\Delta)\,ds .$$

Only $N$ needs approximating. The parabola through its values $N_0,N_{1/2},N_1$ at $s=0,\tfrac12,1$ is

$$(1-3s+2s^2)N_0+4(s-s^2)N_{1/2}+(2s^2-s)N_1 .$$

The midpoint value will be represented by the average of two estimates, so each receives $2(s-s^2)$. Define

$$w_0=\int_0^1e^{z(1-s)}(1-3s+2s^2)ds,$$
$$w_1=\int_0^1e^{z(1-s)}(s-s^2)ds,\qquad w_2=\int_0^1e^{z(1-s)}(2s^2-s)ds .$$

For a half step with constant $N$, the integral is $QN$, where $Q=\Delta(e^{z/2}-1)/z$. The stages are

$$a=e^{z/2}v+QN(v),\qquad b=e^{z/2}v+QN(a),$$
$$c=e^{z/2}a+Q[2N(b)-N(v)],$$
$$v_{\rm new}=e^zv+\Delta\{w_0N(v)+2w_1[N(a)+N(b)]+w_2N(c)\}.$$

Stages $a$ and $b$ estimate the midpoint. Stage $c$ estimates the end: it uses $N(v)$ in the first half step and $2N(b)-N(v)$ in the second, so that their average is the midpoint value $N(b)$. At $z=0$, $Q=\Delta/2$ and all three $w_j$ equal $1/6$. Then $c=v+\Delta N(b)$, and the scheme becomes the classical fourth-order Runge-Kutta method.

## Second failure: the obvious formula for the weights

Let $I_m=\int_0^1s^me^{z(1-s)}ds$. Integration by parts gives $I_m=(mI_{m-1}-1)/z$ for $m\ge1$, starting from $I_0=(e^z-1)/z$. Hence

$$I_1=\frac{e^z-1-z}{z^2},\qquad I_2=\frac{2e^z-2-2z-z^2}{z^3}.$$

Combining them as $w_0=I_0-3I_1+2I_2$, $w_1=I_1-I_2$ and $w_2=2I_2-I_1$ yields

$$w_0=\frac{-4-z+e^z(4-3z+z^2)}{z^3},\qquad w_1=\frac{2+z+e^z(z-2)}{z^3},$$
$$w_2=\frac{-4-3z-z^2+e^z(4-z)}{z^3}.$$

These are correct and numerically unsafe. Near $z=0$ the numerator of $w_0$ is close to $z^3/6$, yet it is formed from terms of size 4. For $|z|=10^{-4}$, a result near $10^{-13}$ must survive rounding errors near $10^{-16}$. Evaluated in double precision at $z=-1,-2,-3\times10^{-4}$, the formula for $w_0$ is wrong by up to $1.2\times10^{-4}$, against a true value near $1/6$. For the mean height, $z=0$ and the formula is undefined.

The integrals are smooth at $z=0$; the singularity belongs to the way they are written. They are analytic in the whole complex plane, so each equals its average over a circle centred on $z$. With 32 equally spaced points on a unit circle, the average retains the central value and Taylor terms of order 32, 64 and so on, which are negligible here. The points sit half a spacing away from the real axis, so for real $z$ none coincides with zero. At six values of $z$ from $-30$ to $0.06$, this average and a 60-point Gauss quadrature of the integrals, including the one for $Q$, differ by at most $1.0\times10^{-14}$.

## Third failure: squaring on the grid

It is cheap to transform the slope to $M$ grid points, square it there and transform back. But two modes $m$ and $n$ produce $m+n$, and on $M$ points the waves $m+n$ and $m+n-M$ are indistinguishable. Short waves are thereby recorded as long ones.

This damages a property on which saturation depends. Denote a spatial average by $\langle\cdot\rangle$. The nonlinear contribution to $\frac{d}{dt}\frac12\langle h_x^2\rangle$ is, by parts,

$$\frac{\lambda}{2}\langle h_x\partial_x(h_x^2)\rangle=-\frac{\lambda}{2}\langle h_{xx}h_x^2\rangle=-\frac{\lambda}{6}\langle\partial_x(h_x^3)\rangle=0 .$$

The nonlinear term moves slope power between wavelengths without creating any. Aliasing can create it.

Keep only modes $|n|\le n_{\max}$ with $3n_{\max}<M$. A sum that exceeds the grid range is at most $2n_{\max}$, and its alias is at most $2n_{\max}-M<-n_{\max}$. It lands outside the kept set and is discarded. The triple product in the power balance has modes up to $3n_{\max}<M$, so its grid mean also has no alias.

On 48 points with random coefficients, the truncated product differs from an explicit convolution by $2.2\times10^{-16}$ of its largest coefficient. With modes up to 23 retained instead, the error is 0.16 on the same relative scale. The spurious power $|\langle h_{xx}h_x^2\rangle|$, divided by $(\langle h_{xx}^2\rangle\langle h_x^4\rangle)^{1/2}$, falls from 0.192, the largest of ten random untruncated fields, to $2.3\times10^{-17}$ for the truncated field. These random fields are a severe case, because their short waves are as strong as their long ones. In a well-resolved smooth profile the short waves are weak and aliasing does much less harm; truncation removes the need to rely on that.

## Growth rates by a second road

The scheme contains $e^{\sigma\Delta}$, so its agreement with the linear growth law says little about the discretised equation. A second solver therefore works in real space, on a 160 nm strip with spacing $d=1$ nm. It uses the periodic stencils $(-1,16,-30,16,-1)/(12d^2)$ for $h_{xx}$ and $(-1,12,-39,56,-39,12,-1)/(6d^4)$ for $h_{xxxx}$, a fourth-order stencil for $h_x$, and an implicit Radau integrator. Five cosines of amplitude $10^{-8}$ nm evolve for 1000 s under the full equation. The logarithm of each amplitude ratio, divided by the time, gives these rates in $10^{-4}$ s⁻¹:

| $k$ (nm⁻¹) | formula | finite differences |
|---|---|---|
| 0.0393 | 1.4232 | 1.4232 |
| 0.0785 | 4.2660 | 4.2660 |
| 0.1178 | 4.2476 | 4.2476 |
| 0.1571 | −5.7663 | −5.7660 |
| 0.1963 | −35.7641 | −35.7615 |

The spectral rates equal the formula to the digits shown. The small difference in the last row can be derived. Acting on $e^{ikx}$, the stencils give $-(k^2-k^6d^4/90)$ and $k^4-7k^8d^4/240$ to leading order in $d$. The rate is shifted by

$$-\frac{\nu k^6d^4}{90}+\frac{7Kk^8d^4}{240}\approx(-0.0006+0.0032)\times10^{-4}\ \text{s}^{-1},$$

which is the observed $+0.0026\times10^{-4}$ s⁻¹. It belongs to the finite differences.

The two solvers also agree beyond the linear stage. From three harmonics of amplitude 0.05 nm, both reach a profile with a peak-to-valley height of 4.32 nm after 12,500 s. With a spectral step of 25 s, the largest difference between them is $4.5\times10^{-5}$ nm.

To measure the order in time, a run of 10,000 s from amplitudes of 0.5 nm is compared with the same run at a step of 3.125 s. The norm of the coefficient error is $4.2\times10^{-5}$ nm at 50 s and $3.4\times10^{-6}$ nm at 25 s. The apparent order is 3.63, somewhat below four; a plausible but unproved reason is that these steps are not yet small enough for the leading error term to dominate.

## A saturated ripple that can be calculated

Just above threshold, a box holds one growing ripple, and its final height follows by hand. Take

$$h=A\cos kx+B\cos2kx,\qquad h_x=-kA\sin kx-2kB\sin2kx .$$

Use $\sin^2kx=(1-\cos2kx)/2$ and $\sin kx\sin2kx=(\cos kx-\cos3kx)/2$. In $(\lambda/2)h_x^2$, the square of the first term contributes $-\lambda k^2A^2/4$ to $\cos2kx$, and the cross term contributes $+\lambda k^2AB$ to $\cos kx$. Therefore

$$\dot A=\sigma_1A+\lambda k^2AB,\qquad \dot B=\sigma_2B-\frac{\lambda k^2A^2}{4},$$

where $\sigma_1=\sigma(k)>0$ is small and $\sigma_2=\sigma(2k)<0$. The third harmonic, of order $A^3$, is left out. The second harmonic relaxes quickly to $B=-\lambda k^2A^2/(4|\sigma_2|)$, and then

$$\dot A=\sigma_1A-\frac{\lambda^2k^4}{4|\sigma_2|}A^3 .$$

Growth stops at $A=2\sqrt{\sigma_1|\sigma_2|}/(\lambda k^2)$. The nonlinear term destroys no slope power: it passes power from the ripple to the second harmonic, where smoothing removes it. With $q=k\ell$, $\sigma_1=(\nu^2/K)q^2(1-q^2)$ and $|\sigma_2|=(\nu^2/K)4q^2(4q^2-1)$, so

$$A=\frac{4\nu}{\lambda}\sqrt{(1-q^2)(4q^2-1)} .$$

This is the scaling law with an explicit function of $L/\ell=2\pi/q$. The amplitude vanishes as $q\to1$, where the truncation is justified.

For $q=0.98$ the box is 45.34 nm long. The formula gives $A=4(0.5)\sqrt{0.0396\times2.842}=0.671$ nm and $B=-0.020$ nm, hence $W=\sqrt{(A^2+B^2)/2}=0.4746$ nm. The spectral scheme settles at 0.4750 nm, higher by 0.1 per cent.

## Chaotic saturation

The 500 nm strip holds about eight ripples, and runs started from random roughness do not settle within the times simulated. Chaos is not the only long-time state. A steady pattern of nine equal cells, with $k\ell=0.80$ and $W=1.08$ nm, is linearly stable in this box, and a start near it ends there even with 0.1 nm of noise added; eighteen such cells are stable at $L/\ell=141$ with the same scaled roughness, 2.16. The values of $F$ below refer to the chaotic state reached from random starts. Its roughness is averaged over 24 runs started from white roughness of 0.1 nm. The base case uses 96 grid points and a step of 125 s, and discards the first $200\tau$ of $700\tau$. The same scaled durations serve for halved $\lambda$ and for fourfold $\nu$ at fixed $L/\ell$; the latter uses a step of $0.20\tau$ instead of $0.25\tau$. The larger scaled box uses 192 points and discards $400\tau$ of $1200\tau$. Standard errors come from the spread between runs.

| case | $W$ (nm) | $W\lambda/\nu$ |
|---|---|---|
| base | $1.513\pm0.013$ | 3.03 |
| $\lambda/2$ | $2.961\pm0.021$ | 2.96 |
| $4\nu$, $L/2$ | $5.866\pm0.058$ | 2.93 |
| $4\nu$, same $L$ | $7.691\pm0.119$ | 3.85 |

Halving $\lambda$ multiplies $W$ by $1.958\pm0.022$, where the law gives 2. Quadrupling $\nu$ at fixed $L/\ell$ gives $3.88\pm0.05$ instead of 4. These lie 1.9 and 2.4 standard errors low, and they share the base case as denominator, so a base average that happens to be high lowers both. It is high: 72 further runs of the base case give $W\lambda/\nu=2.94\pm0.01$, about 3 per cent below the tabulated 3.03. A variant of the scheme with half the step on 128 points gives $2.99\pm0.02$, so a discretisation shift of up to about 2 per cent is not excluded and the third digit of $F$ is not settled. For halved $\lambda$, the scaled equation, grid and step are identical to those of the base; the difference can come only from the initial profiles and finite sampling. The data support the law at the level of a few per cent.

At fixed $L$, fourfold $\nu$ halves $\ell$ and doubles $L/\ell$ to 141. The law then reads

$$\frac{W_{4\nu}}{W_\nu}=4\,\frac{F(141)}{F(70.7)} .$$

Comparing the last two rows gives $F(141)/F(70.7)=1.31\pm0.02$. With this ratio the law gives a factor 5.24, and the measured one is $5.08\pm0.09$. This is not a further test of the law: the ratio of $F$ comes from the same runs, so the shortfall is the one already seen in 3.88 against 4. The excess over 4 in the opening comparison is thus the growth of $F$ with system size. Between these two sizes $F$ rises with a local exponent of $0.39\pm0.03$. Two sizes do not establish a power law, but they do show that no universal number can replace $F$ for the chaotic state here.

The stationary state also explains where the power goes. Multiplying the $x$-derivative of the equation by $h_x$ and averaging, the nonlinear part vanishes as shown above, and integration by parts leaves

$$\frac{d}{dt}\frac12\langle h_x^2\rangle=\nu\langle h_{xx}^2\rangle-K\langle h_{xxx}^2\rangle .$$

In a long time average the left side tends to zero. In the base run the ratio of gain to loss is 1.0000. Averaging the original equation leaves the mean drift $(\lambda/2)\langle h_x^2\rangle$. With an rms slope of 0.0926 this is $0.1\times0.0926^2=8.6\times10^{-4}$ nm/s, as measured from the mean height: the ripples slow the erosion by 0.9 per cent of $v_0$, for the value $v_0=0.1$ nm/s estimated below.

## Against a real surface

The parameters are round values meant for the regime of off-normal sputtering, by argon ions of roughly 1 keV, of a semiconductor kept amorphous by the beam. Ions also displace surface atoms without removing them, and this can contribute to the curvature term as strongly as sputtering does. For a real surface $\nu$ is therefore an effective coefficient, not a measure of sputtering alone. A flux of $5\times10^{14}$ ions/cm²/s, a yield of 1 and an atomic volume of 0.02 nm³ give $v_0=5\times1\times0.02=0.1$ nm/s. In the base runs the rms roughness first reaches 90 per cent of $W$ after about 14,000 s, at a fluence of about $7\times10^{18}$ ions/cm² and an eroded depth of about 1400 nm; the time varies with the initial roughness and between sets of runs, and three other sets of 24 runs give 11,500 to 12,500 s. That is a long, high-fluence exposure. Among the effects left out, dispersion is the one whose influence on $W$ was simulated. Oblique incidence permits a term in $h_{xxx}$; with a damage depth of 2 nm, its coefficient is estimated as $v_0(2\ \text{nm})^2=0.4$ nm³/s. Adding it to the base run raises $W$ by a factor $1.39\pm0.10$. This factor is not a shift of the chaotic value, because dispersion of this size ends the chaos. In a set of 32 runs continued to $1400\tau$, 31 end with constant roughness, and the late values of the runs range from 1.2 to 4.1 nm. Their ensemble $W$ is about 2.1 nm between $200\tau$ and $700\tau$ and about 2.3 nm afterwards, so the factor is an unconverged average over patterns that differ from run to run.

Other omitted terms can be compared in size with those kept. These ratios do not give the change in $W$, which may be larger than they suggest. Oblique incidence permits a term $h_xh_{xx}=\frac12\partial_x(h_x^2)$; with an estimated coefficient $v_0(2\ \text{nm})=0.2$ nm²/s it is, at wavenumber $2k_*$, $\frac12(0.2)(0.2)/0.1=0.2$ of the retained nonlinearity. A term $\partial_x^2(h_x^2)$ with coefficient 0.4 nm³/s, as estimated for dispersion, is $0.4(0.2)^2/0.1=0.16$ of it at the same wavenumber. Oblique incidence also permits a cubic slope term; if the coefficients of successive powers are comparable, it is smaller than the quadratic term by about the rms slope, 0.09, and the quartic term by about $\langle h_x^2\rangle=0.009$. Random ion arrival on a square one wavelength wide, during a growth time $1/\sigma_*=2000$ s, gives a height uncertainty $\sqrt{0.1\times2000\times0.02}/62.8=0.032$ nm, or 2 per cent of $W$; fluctuations of the yield are not included.

The one-dimensional profile is itself a restriction. Suppose curvature across the ripples is stabilising with the same strength $\nu$. Faster sputtering of troughs would not do this by itself; it requires another process, such as the displacement of surface atoms by the ions. A small height pattern proportional to $\cos(k_*x)\cos(py)$, with $y$ the transverse coordinate, then grows while

$$\nu k_*^2-\nu p^2-K(k_*^2+p^2)^2>0,$$

that is, for transverse wavelengths above 129 nm. It grows more slowly than the straight ripple with $p=0$, so this inequality does not show that an existing straight ripple breaks up. But random initial roughness contains many such patterns, and those that grow together need not form straight ripples. On a wider surface the value of $W$ found here therefore need not apply.
